# From transistor-axis stress to crystal strain and conduction-valley shifts

A transport calculation for a stressed n-channel transistor with electrons in L valleys must decide whether to keep all four valleys or only the lower ones. The decision rests on the splitting $\Delta$ between them. For bulk valleys with equal densities of states and Boltzmann statistics, the upper-to-lower population ratio per valley is $e^{-\Delta/k_BT}$. Doubling $\Delta$ by mistake squares this ratio, and halving $\Delta$ replaces it by its square root. For L valleys, a misplaced factor of two common to all nonzero crystal-frame shear strains does precisely this.

## The naive scheme and what it feeds

A stress simulation delivers six numbers in transistor axes: 1 along the channel, 2 along the width, 3 along the wafer normal. The naive scheme multiplies them by the crystal's compliance table and puts the six results into the valley formula as strain. To see what is wrong with this, we need to know what the valley formula expects.

Strain is assumed small and uniform, with no rotation of the lattice. A material vector $\mathbf v$ becomes $(I+\varepsilon)\mathbf v$, where $\varepsilon$ is a symmetric tensor. To first order, a nondegenerate valley shifts by $\Delta E=\sum_{ij}\Lambda_{ij}\varepsilon_{ij}$ with symmetric $\Lambda$. Symmetry operations that preserve the valley restrict $\Lambda$.

For a Δ valley along $z$, reflecting $x$ removes $\Lambda_{xy}$ and $\Lambda_{xz}$, reflecting $y$ removes $\Lambda_{yz}$, and exchanging $x$ and $y$ makes $\Lambda_{xx}=\Lambda_{yy}$. For the L valley along $[111]$, cyclic exchange of the axes makes the three diagonal entries equal, say $p$, and the three off-diagonal entries equal, say $q$. In both cases $\Lambda$ is a combination of $I$ and $\mathbf n\mathbf n^T$, where $\mathbf n$ is the unit vector along the valley. For L, for instance, $\Lambda=(p-q)I+3q\,\mathbf n\mathbf n^T$. Hence

$$\Delta E=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .\tag{1}$$

A III-V crystal lacks inversion, but time reversal gives $\mathbf k$ and $-\mathbf k$ the same energy when spin splitting is neglected. Inversion leaves strain unchanged, so the same restrictions hold. The potentials $\Xi_d$ and $\Xi_u$ are inputs and differ between Δ and L valleys.

Formula (1) needs a tensor, in crystal axes. The naive scheme violates both requirements.

## First fault: the list contains angles

Under the deformation, a unit vector $\mathbf n$ acquires the squared length

$$|(I+\varepsilon)\mathbf n|^2=1+2\,\mathbf n\cdot\varepsilon\cdot\mathbf n+O(\varepsilon^2),$$

so its relative extension is $\mathbf n\cdot\varepsilon\cdot\mathbf n$. The crystal axes $\hat x$ and $\hat y$, initially perpendicular, acquire the scalar product

$$(\hat x+\varepsilon\hat x)\cdot(\hat y+\varepsilon\hat y)=\varepsilon_{xy}+\varepsilon_{yx}+O(\varepsilon^2)=2\varepsilon_{xy}+O(\varepsilon^2).$$

To first order this is the angle by which the right angle closes. It is the engineering shear,

$$\gamma_{xy}=2\varepsilon_{xy}.\tag{2}$$

The usual elastic constants of a cubic crystal are defined with this angle:

$$\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad \sigma_{xy}=C_{44}\gamma_{xy},$$

and cyclically; tension is positive. To invert the normal part, write $\sigma_{xx}=(C_{11}-C_{12})\varepsilon_{xx}+C_{12}\mathrm{Tr}\,\varepsilon$. Adding the three such equations gives $\mathrm{Tr}\,\sigma=(C_{11}+2C_{12})\mathrm{Tr}\,\varepsilon$. Therefore

$$\varepsilon_{xx}=\frac{1}{C_{11}-C_{12}}\left[\sigma_{xx}-\frac{C_{12}}{C_{11}+2C_{12}}\mathrm{Tr}\,\sigma\right].$$

With $D=(C_{11}-C_{12})(C_{11}+2C_{12})$, the coefficients of $\sigma_{xx}$ and of $\sigma_{yy}$ are

$$S_{11}=\frac{C_{11}+C_{12}}{D},\qquad S_{12}=-\frac{C_{12}}{D}.$$

For shear, $S_{44}=1/C_{44}$, so

$$\gamma_{xy}=S_{44}\sigma_{xy},\qquad \varepsilon_{xy}=\tfrac12S_{44}\sigma_{xy}.\tag{3}$$

The compliance table returns $\gamma$. Its three shear outputs must be halved before they enter (1).

## Second fault: the table belongs to the crystal

The three constants in this simple table describe the crystal along its cubic axes. The stress must therefore be rotated first. Let the rows of $R$ be the device axes written in crystal components. A vector then has device components $\mathbf v'=R\mathbf v$, and $R^TR=I$. The force per area on a plane with normal $\mathbf n$ is $\mathbf t=\sigma\mathbf n$. In device components,

$$\mathbf t'=R\sigma\mathbf n=R\sigma R^T\mathbf n'.$$

Thus $\sigma'=R\sigma R^T$. Multiplying by $R^T$ on the left and $R$ on the right gives

$$\sigma=R^T\sigma'R.\tag{4}$$

Strain obeys the same rule, because the extension $\mathbf n\cdot\varepsilon\cdot\mathbf n$ is the same number in both frames for every $\mathbf n$.

Consider a $(001)$ wafer with its channel along $[110]$. The width direction is the normal crossed with the channel, which makes the axes right-handed:

$$\mathbf e_1=\frac{(1,1,0)}{\sqrt2},\qquad \mathbf e_2=\frac{(-1,1,0)}{\sqrt2},\qquad \mathbf e_3=(0,0,1).$$

Let the device stress be diagonal, with entries $L,T,N$. Equation (4) becomes $\sigma=L\mathbf e_1\mathbf e_1^T+T\mathbf e_2\mathbf e_2^T+N\mathbf e_3\mathbf e_3^T$. The $xy$ entry of $\mathbf e_1\mathbf e_1^T$ is $+1/2$ and that of $\mathbf e_2\mathbf e_2^T$ is $-1/2$; their $xx$ and $yy$ entries are all $1/2$. Hence

$$\sigma_{xx}=\sigma_{yy}=\frac{L+T}{2},\qquad \sigma_{zz}=N,\qquad \sigma_{xy}=\frac{L-T}{2}.$$

A stress without shear in the device frame has shear in the crystal frame. Applying the compliances gives

$$\varepsilon_{xx}=\varepsilon_{yy}=(S_{11}+S_{12})\frac{L+T}{2}+S_{12}N,$$
$$\varepsilon_{zz}=S_{12}(L+T)+S_{11}N,\qquad \varepsilon_{xy}=\frac{S_{44}(L-T)}{4}.\tag{5}$$

The 4 in the last expression has two sources: one factor of two from rotating the stress, the other from halving $\gamma_{xy}$. When $L=T$, the in-plane stress is equal in all directions and the shear vanishes. Exchanging $L$ and $T$ reverses its sign.

## Third fault: rotating a list with the wrong matrix

Some codes rotate six-component lists instead of tensors. Let $s$, $e$ and $g$ hold stress, tensor strain and engineering strain in the order $xx,yy,zz,yz,xz,xy$. Then $g=Pe$, with $P=\mathrm{diag}(1,1,1,2,2,2)$. Put $A=R^T$. Writing out (4) gives $\sigma_{ij}=\sum_{kl}A_{ik}A_{jl}\sigma'_{kl}$. An off-diagonal $\sigma'_{kl}$ occurs twice in this sum, so $s=Ms'$ with

$$M_{(ij),(kk)}=A_{ik}A_{jk},\qquad M_{(ij),(kl)}=A_{ik}A_{jl}+A_{il}A_{jk}\quad(k\ne l).$$

Tensor strain rotates in the same way, $e=Me'$. Engineering strain does not:

$$g=Pe=PMe'=PMP^{-1}g'\equiv Ng'.\tag{6}$$

Here the matrix $N$ is distinct from the normal stress $N$. Energy gives the same conclusion. The elastic energy density is

$$w=\tfrac12\sum_{ij}\sigma_{ij}\varepsilon_{ij}=\tfrac12s^Tg,$$

because each shear pair occurs twice in the tensor sum. Since $w$ cannot depend on the axes, $s'^TM^TNg'=s'^Tg'$ for all stresses and strains, and therefore $N=(M^T)^{-1}$.

For the $[110]$ channel, the $xy$ row of $M$ is $(\frac12,-\frac12,0,0,0,0)$, while that of $N$ is $(1,-1,0,0,0,0)$. Using $M$ on engineering strain produces a number that is half the $\gamma_{xy}$ it is taken to be.

## The repaired scheme

The three faults fix the order of operations:

1. Build $R$ from the channel and normal directions, and check that they are perpendicular.
2. Form the full symmetric device stress tensor and compute $\sigma=R^T\sigma'R$.
3. Apply $S_{11},S_{12},S_{44}$ in crystal axes. The shear results are engineering strains.
4. Halve the three shears once and store $\varepsilon$ as a $3\times3$ tensor.
5. Insert $\varepsilon$ into (1). If device strain is wanted, compute $R\varepsilon R^T$.

Engineering strain then exists between steps 3 and 4 and nowhere else.

## A worked case

Take a model cubic crystal with $C_{11}=150$, $C_{12}=50$ and $C_{44}=80$ GPa. Then $D=100\times250=25000$ GPa², so $S_{11}=200/25000=0.008$, $S_{12}=-50/25000=-0.002$ and $S_{44}=1/80=0.0125$ GPa⁻¹. The device stresses are $L=1.2$, $T=-0.4$ and $N=-0.2$ GPa: tension along the channel and compression along the other two axes.

The crystal stresses are $\sigma_{xx}=\sigma_{yy}=0.4$, $\sigma_{zz}=-0.2$ and $\sigma_{xy}=0.8$ GPa. The strains follow:

$$\varepsilon_{xx}=0.008(0.4)-0.002(0.4-0.2)=2.8\times10^{-3},$$
$$\varepsilon_{zz}=0.008(-0.2)-0.002(0.8)=-3.2\times10^{-3},$$
$$\gamma_{xy}=0.0125(0.8)=10\times10^{-3},\qquad \varepsilon_{xy}=5\times10^{-3}.$$

Back in device axes, $\varepsilon'_{11}=\varepsilon_{xx}+\varepsilon_{xy}=7.8\times10^{-3}$ and $\varepsilon'_{22}=\varepsilon_{xx}-\varepsilon_{xy}=-2.2\times10^{-3}$. The shear $\varepsilon'_{12}=(\varepsilon_{yy}-\varepsilon_{xx})/2$ vanishes.

The right angle between the deformed $x$ and $y$ axes closes by 9.972 mrad, compared with the linear value of 10 mrad. The difference, about 0.3% of the linear value, comes from terms of second order in strain. The scalar product also contains $\varepsilon_{xy}(\varepsilon_{xx}+\varepsilon_{yy})$, and the lengths of the deformed vectors must be divided out.

For an L valley along $(s_1,s_2,s_3)/\sqrt3$, with each $s_i=\pm1$,

$$\mathbf n\cdot\varepsilon\cdot\mathbf n=\frac{\mathrm{Tr}\,\varepsilon+2s_1s_2\varepsilon_{xy}}{3},$$

since the other shears are zero. The valleys form two pairs, separated by

$$\Delta=\frac43\Xi_u|\varepsilon_{xy}|=\frac23\Xi_u|\gamma_{xy}|\qquad(\Xi_u>0).\tag{7}$$

Choose $\Xi_d=-5$ and $\Xi_u=15$ eV for L. With $\mathrm{Tr}\,\varepsilon=2.4\times10^{-3}$, the first term of (1) is $-12$ meV. The second is $5(2.4+10)=62$ meV for $[111]$ and $[11\bar1]$, and $5(2.4-10)=-38$ meV for $[1\bar11]$ and $[\bar111]$. The shifts are $+50$ and $-50$ meV, a splitting of 100 meV. They are symmetric about zero because the mean shift, $(\Xi_d+\Xi_u/3)\mathrm{Tr}\,\varepsilon$, vanishes for these chosen potentials.

The faults give different answers to the opening question:

- Using $\gamma_{xy}$ as the tensor entry gives 200 meV.
- Rotating device engineering strain with $M$ gives an $xy$ entry of $(7.8+2.2)/2=5$, in units of $10^{-3}$. This is already the tensor shear, but it is labelled engineering and halved again. The splitting becomes 50 meV.
- Leaving the stress unrotated gives no crystal shear and a splitting of 0 meV.

## Why agreement for one valley type is insufficient

For Δ valleys, (1) uses the diagonal crystal strains alone. With $\Xi_d=1$ and $\Xi_u=10$ eV, the $x$ and $y$ valleys shift by $2.4+28=30.4$ meV and the $z$ valley by $2.4-32=-29.6$ meV. Using $\gamma_{xy}$ as the tensor entry, or rotating engineering strain with $M$, leaves these values unchanged, since under this loading either error alters only $\varepsilon_{xy}$. Correct Δ shifts therefore do not validate the shear convention.

The situation reverses under a pure device shear stress $\sigma'_{12}=\tau$. Now $\sigma=\tau(\mathbf e_1\mathbf e_2^T+\mathbf e_2\mathbf e_1^T)$. Its entries are $\sigma_{xx}=-\tau$, $\sigma_{yy}=\tau$ and $\sigma_{xy}=0$, so

$$\varepsilon_{yy}=-\varepsilon_{xx}=(S_{11}-S_{12})\tau .$$

For $\tau=0.4$ GPa this is $4\times10^{-3}$, and the device tensor shear $(\varepsilon_{yy}-\varepsilon_{xx})/2$ is also $4\times10^{-3}$. The Δ valleys on $x$ and $y$ split by $10\,\mathrm{eV}\times8\times10^{-3}=80$ meV. If the device engineering shear, $8\times10^{-3}$, is entered as a tensor component and rotated, both diagonal strains double and the splitting becomes 160 meV. The L valleys do not notice: the trace and the crystal shears remain zero. If the test stresses contain no shear involving the wafer normal ($\sigma'_{13}=\sigma'_{23}=0$), the crystal $\gamma_{xy}$ entered as a tensor component shows only in the L valleys and needs $L\ne T$, while the device engineering shear entered as a tensor component shows only in the Δ valleys and needs $\tau\ne0$. Exposing these two misreadings therefore takes both kinds of stress, applied separately or together, and both valley types. Rotation with $M$ shows under either loading.

## Checks that expose the factor

The channel stiffness is a useful check without any valley physics. For $T=N=0$, the channel extension is $\varepsilon_{xx}+\varepsilon_{xy}$, and (5) gives

$$\frac1{E_{110}}=\frac{S_{11}+S_{12}}2+\frac{S_{44}}4=0.003+0.003125=0.006125\ \mathrm{GPa}^{-1},$$

or $E_{110}=163$ GPa. Using the crystal $\gamma_{xy}$ as the tensor entry would replace $S_{44}/4$ by $S_{44}/2$ (108 GPa), and rotating device engineering strain with $M$ would replace it by $S_{44}/8$ (219 GPa). A device engineering shear entered as a tensor component leaves $E_{110}$ unchanged, because this loading has no device shear. Omitting the rotation would give $1/S_{11}=125$ GPa.

In the isotropic limit, $C_{44}=(C_{11}-C_{12})/2$. Since $S_{11}-S_{12}=1/(C_{11}-C_{12})$, this means $S_{44}/2=S_{11}-S_{12}$, and Hooke's law becomes

$$\varepsilon=(S_{11}-S_{12})\sigma+S_{12}(\mathrm{Tr}\,\sigma)I .$$

This has the same form in every frame, so device strain can be computed directly and compared with the full scheme. A wrong factor on the crystal shear shows up when shear is present in crystal axes; a wrong factor on the device shear shows up only when shear is present in device axes, so the test stress should contain both. A code that never rotates anything passes, however, so the anisotropic stiffness check is needed as well.

Energy supplies a third check. In device axes, with strains in $10^{-3}$,

$$w=\tfrac12[1.2(7.8)+0.4(2.2)+0.2(3.2)]=5.44\ \mathrm{MJ/m^3}.$$

In crystal axes, $\frac12[2(0.4)(2.8)+0.2(3.2)+0.8(10)]$ gives the same value, with $\gamma_{xy}=10$ in the last product. This shear must be taken directly from the compliance table. If both energies are computed from the same strain tensor, they agree even when its shear is wrong. Since this loading has no device shear, a device engineering shear entered as a tensor component passes the check; a stress with $\sigma'_{12}\ne0$ exposes it.

Two further tests find the strain without the compliance table and without engineering shear. Solving Hooke's law with a rotated fourth-rank stiffness tensor reproduced the scheme, also for a $(111)$ wafer with all six stress components present. A lattice of springs, whose response was computed from changes in bond length, agreed with the scheme to within $10^{-4}$ of the largest strain component. This lattice has its own elastic constants, $C_{11}=150$ and $C_{12}=C_{44}=45$ GPa. The numerical output below lists the values for the two loadings of the model crystal.

## Where the valley formula stops

The conversion from stress to strain requires linear elasticity. Formula (1) further requires a valley well separated from other bands that strain can mix with it. Suppose shear couples the valley state to a state higher by $G$ through a matrix element $w_s$ proportional to the shear. The lower eigenvalue of this two-state problem is

$$\frac G2-\sqrt{\frac{G^2}{4}+w_s^2}\simeq-\frac{w_s^2}{G}\qquad(|w_s|\ll G).$$

This shift is quadratic in shear and absent from (1). It matters for Δ valleys when such a band lies close: their blindness to crystal shear is a first-order statement. The correction then depends on the square of the shear, and a factor-of-two error in $\varepsilon_{xy}$ becomes a factor of four. Strain-induced changes of effective mass and the confinement energies of a thin channel are also outside (1), and must be taken into account before the splitting is used to discard valleys in a real device. The same holds for the filling of the valleys: when the Fermi level lies well above the lower valley edge, Boltzmann statistics fail and the upper-to-lower population ratio is larger than $e^{-\Delta/k_BT}$, much larger if $\Delta$ is also several $k_BT$.

## Computed values

```
C11: 150.0 GPa
C12: 50.0 GPa
C44: 80.0 GPa
Device stress L channel: 1.20 GPa
Device stress T width: -0.40 GPa
Device stress N normal: -0.20 GPa
S11: 0.00800 1/GPa
S12: -0.00200 1/GPa
S44: 0.01250 1/GPa
Crystal stress xx: 0.400 GPa
Crystal stress yy: 0.400 GPa
Crystal stress zz: -0.200 GPa
Crystal stress xy: 0.800 GPa
Crystal tensor strain xx: 2.800 10^-3
Crystal tensor strain yy: 2.800 10^-3
Crystal tensor strain zz: -3.200 10^-3
Crystal tensor strain xy: 5.000 10^-3
Engineering shear gamma_xy: 10.000 10^-3
Strain trace: 2.400 10^-3
Finite right-angle closing: 9.972 mrad
Device tensor strain 11: 7.800 10^-3
Device tensor strain 22: -2.200 10^-3
Device tensor strain 33: -3.200 10^-3
Device tensor strain 12: 0.000 10^-3
Young modulus along channel: 163.27 GPa
Elastic energy density: 5.440 MJ/m^3
Delta Xi_d: 1.0 eV
Delta Xi_u: 10.0 eV
L Xi_d: -5.0 eV
L Xi_u: 15.0 eV
Delta shift x: 30.40 meV
Delta shift y: 30.40 meV
Delta shift z: -29.60 meV
L shift [111]: 50.00 meV
L shift [11-1]: 50.00 meV
L shift [1-11]: -50.00 meV
L shift [-111]: -50.00 meV
L splitting, correct: 100.00 meV
L splitting, gamma used as tensor: 200.00 meV
L splitting, gamma rotated with M: 50.00 meV
L splitting, stress not rotated: 0.00 meV
Second case device shear stress: 0.40 GPa
Second case device tensor shear: 4.000 10^-3
Second case crystal strain xx: -4.000 10^-3
Second case crystal strain yy: 4.000 10^-3
Second case Delta x-y splitting: 80.00 meV
Second case splitting if misread: 160.00 meV
```
